Proton-driven spin diffusion between rare spins, static and under magic-angle spinning, part 2

Two rare spins S1 and S2, each of spin 1/2, exchange polarization among protons in a strong field. The static pair is solved; now the sample spins at angular frequency ω_r. Energies are divided by ħ.

The pair has offset difference Δ and coupling b = d P2(cos θ), with P2(cos θ) = ½(3cos²θ − 1), d the dipolar constant and θ the angle between internuclear vector and field. The flip-flop element between αβ and βα is −b/2. In these two states the protons evolve under

H₊ = H_II + Δ/2 + Σ_j a_jI_jz,
H₋ = H_II − Δ/2 − Σ_j a_jI_jz.

H_II couples the protons mutually, A_ij couples rare spin i to proton j, and a_j = A_1j − A_2j. With N the dimension of the proton space, the zero-quantum (ZQ) signal without the flip-flop is

G(τ) = Tr[e^{−iH₊τ} e^{iH₋τ}]/N,

also written G(τ) = e^{−iΔτ}G_p(τ), with G_p real and even. The lineshapes are

F(ω) = (1/π) Re ∫₀^∞ G(τ) e^{iωτ} dτ,
J(ω) = (1/π) ∫₀^∞ G_p(τ) cos ωτ dτ,

so F(ω) = J(ω−Δ). The polarization difference D, relative to its initial value, decays at 2k:

D(t) = 1 − b² ∫₀^t (t−τ) Re G(τ) dτ + O(b⁴),
**k = (π/2) b² F(0).**

This rate requires G to decay quickly compared with 1/k and, if some proton configurations bring the pair into resonance, the protons to change configuration quickly compared with 1/|b|. For G decaying as e^{−Γτ} and Δ = 0, polarization oscillates if |b| > Γ/2.

In the worked model, |d|/2π = 500 Hz and Δ/2π = 3 kHz. Four protons shift the ZQ frequency by ±a_j, with a_j/2π = 6, 4, 2.5 and 1.5 kHz; each flips at random with rate w = 10⁴ s⁻¹ in either direction. Simpson quadrature of J gives F(0) = 7.42 μs. Without expansion in b, each of the 16 proton configurations carries a precessing vector (x, y, z), with z the polarization difference, and flips link them: 48 linear equations.

### One oscillating coupling

Start with a coupling that has a single frequency,

b(t) = 2c cos ω_r t = c e^{iω_r t} + c e^{−iω_r t},

and leave the ZQ signal as it was for the static sample. A flip-flop can now take up or give out a quantum ω_r. The spectrum should be read at ω_r and −ω_r, each with the weight c²:

k = (π/2)c²[F(ω_r) + F(−ω_r)].

In the limit ω_r → 0, this becomes πc²F(0). The static formula averaged over the oscillation gives the same value, since the mean of b² is 2c². The derivation below supplies the reason for this form and shows when it applies.

### Two times instead of one

Under spinning both b and the proton Hamiltonians may depend on time. Let U₊(s,s′) and U₋(s,s′) be the evolution operators under H₊(t) and H₋(t) from s′ to s. The first-order amplitude operator is now

X = (i/2) ∫₀^t ds b(s) U₋(t,s) U₊(s,0).

In Tr(X†X), for s > s′, the factor U₋(t,s′)†U₋(t,s) becomes U₋(s,s′)†, because U₋(t,s′) = U₋(t,s)U₋(s,s′). The trace also brings U₊(s,0)U₊(s′,0)† = U₊(s,s′) together. The signal therefore depends on two times:

G(s,s′) = Tr[U₊(s,s′) U₋(s,s′)†]/N.

The two time orders give complex conjugates, so

D(t) = 1 − ∫₀^t ds ∫₀^s ds′ b(s)b(s′) Re G(s,s′) + O(b⁴).

For constant b and a signal depending on s − s′, this is the static result.

Differentiate with respect to t. Once t exceeds the memory time, the lower limit of the inner integral may be moved to −∞. The loss rate then repeats with the rotor period. If little polarization moves in one period, the average over the period gives the observed decay. For each delay τ, averaging over the final time is equivalent to averaging over the initial time t₀:

2k = ⟨ ∫₀^∞ b(t₀+τ) b(t₀) Re G(t₀+τ,t₀) dτ ⟩.

The angle brackets denote the average over t₀ in one rotor period. This is the general weak-coupling rate under spinning.

### Diagonal terms and cross terms

Both factors are periodic in t₀ at fixed delay:

b(t) = Σ_n b_n e^{inω_r t}, b_{−n} = b_n*,
G(t₀+τ,t₀) = Σ_m G_m(τ) e^{imω_r t₀}.

Multiplication gives the t₀-dependent factor e^{i(n+n′+m)ω_r t₀}. Its average vanishes unless m = −n − n′. Therefore

2k = Re Σ_{n,n′} b_n b_{n′} ∫₀^∞ e^{inω_r τ} G_{−n−n′}(τ) dτ.

The terms with n′ = −n contain |b_n|² and G₀, the signal averaged over its starting phase. With

F̄(ω) = (1/π) Re ∫₀^∞ G₀(τ) e^{iωτ} dτ,

they contribute π Σ|b_n|²F̄(nω_r). The other terms connect different harmonics of the dipolar coupling through the dependence of the ZQ signal on rotor phase. They vanish if G depends on the delay alone, because then G_m = 0 for m ≠ 0. Under this condition,

**k = (π/2) Σ_n |b_n|² F(nω_r).**

This is the rotor-sideband form. It says that the lineshape is read at multiples of the spinning frequency, and that the weights are the squared harmonics of the coupling. It holds for a stationary ZQ signal under the weak-coupling conditions of the static case.

### The weights at the magic angle

Let β be the angle between the internuclear vector and the rotor axis, and let φ = ω_r t + φ₀. The rotor axis makes the magic angle θ_m with the field, where cos θ_m = 1/√3 and sin θ_m = √(2/3). Then

cos θ = (1/√3) cos β + √(2/3) sin β cos φ,

cos²θ = (1/3)cos²β + (2/3)sin²β cos²φ + (√2/3) sin 2β cos φ.

The last coefficient follows from 2 × (√2/3) sin β cos β. Insert this in P2 and use 2cos²φ = 1 + cos 2φ:

P2 = ½[cos²β + sin²β(1 + cos 2φ) + √2 sin 2β cos φ − 1]
= (√2/2) sin 2β cos φ + ½ sin²β cos 2φ.

The constant part cancels, so b₀ = 0. Each cosine splits into two exponentials, and

|b_±1| = |d| √2 |sin 2β|/4, |b_±2| = |d| sin²β/4.

Limit: for β = 0 the internuclear vector lies along the rotor axis. All harmonics vanish, since the vector then stays at the magic angle to the field.

For a powder, cos β is uniformly distributed, with mean cos²β = 1/3 and mean cos⁴β = 1/5. Hence

mean sin²2β = 4(1/3 − 1/5) = 8/15,
mean sin⁴β = 1 − 2/3 + 1/5 = 8/15,
mean |b_±1|² = (d²/8)(8/15) = d²/15,
mean |b_±2|² = (d²/16)(8/15) = d²/30.

If F is the same for all orientations, the mean rate is

k̄ = (πd²/2) { [F(ω_r) + F(−ω_r)]/15 + [F(2ω_r) + F(−2ω_r)]/30 }.

Limit: as ω_r → 0, the weights add to 2/15 + 2/30 = 1/5, giving k̄ = πd²F(0)/10. The static powder gives the same result, because the mean of P2² is (9/5 − 6/3 + 1)/4 = 1/5.

The mean rate fixes the initial slope of the powder signal. The signal itself is the average of e^{−2kt} over orientations. Since the exponential is convex, this average lies at or above e^{−2k̄t}. Crystallites with large k lose their difference first, and the decay slows as those with small k remain.

### Rates at three spinning speeds

Keep the ZQ signal of the four-proton model stationary and insert its lineshape. This is an idealization. In a real solid the proton couplings are dipolar and are modulated by the same rotor, so the rates below illustrate the sideband formula and do not predict the speed dependence of a real sample. At ω_r/2π = 10 kHz, F(ω_r) = J(7 kHz) and F(−ω_r) = J(13 kHz), where the argument is given as a frequency. The quadrature used for the static case gives

F(ω_r) = 5.900 μs, F(−ω_r) = 1.859 μs,
F(2ω_r) = 0.446 μs, F(−2ω_r) = 0.076 μs.

The weighted sum is

7.759/15 + 0.522/30 = 0.5173 + 0.0174 = 0.5347 μs.

Since πd²/2 = 1.550 × 10⁷ s⁻², this gives k̄ = 8.29 s⁻¹. The same steps give the following mean rates:

- static: 23.0 s⁻¹
- 5 kHz: 17.5 s⁻¹
- 10 kHz: 8.3 s⁻¹
- 20 kHz: 0.545 s⁻¹

At 5 kHz, F(ω_r) = J(2 kHz) = 7.67 μs exceeds the static value F(0) = J(3 kHz) = 7.42 μs, because one rotor quantum brings the mismatch closer to the line centre. The mean rate is still lower than in the static sample, since the other three sidebands read smaller values. At 20 kHz the rate rests on the far wing of the line: even the nearest sideband reads J at 17 kHz, beyond the largest total proton shift of 14 kHz.

These rates can be compared with a calculation that does not expand in b. The 48 equations of Part 1 are integrated over one rotor period T in short steps with a matrix exponential for each. If λ is the eigenvalue of largest magnitude of the resulting propagator, 2k = −ln|λ|/T. Gauss–Legendre averaging over cos β gives 17.5, 8.3 and 0.545 s⁻¹ at the three speeds, with a difference from the formula of about 0.1 % at 5 kHz.

### Limit: a narrow line and rotational resonance

For a Lorentzian line of half-width Γ, the sideband formula becomes

k = ½ Σ_n |b_n|² Γ/[Γ² + (nω_r − Δ)²].

For Γ ≪ |Δ| it peaks near nω_r = Δ with n = ±1 or ±2, the condition of rotational resonance. There the matching term contributes |b_n|²/(2Γ), which grows without bound as Γ → 0. The growth marks the end of the rate description. In the frame that removes the frequency nω_r, the matching harmonic acts as a static coupling of magnitude |b_n| with no mismatch. If the other harmonics are far from resonance and can be neglected, the static result of Part 1 applies: exchange is overdamped for |b_n| < Γ/2 and oscillates for |b_n| > Γ/2. A rate proportional to |b_n|² requires |b_n| ≪ Γ.

### Adding shift anisotropy

The chemical shifts of the rare spins are generally anisotropic. Spinning then adds a periodic term δ(t) with zero mean to Δ. This is a number in each of H₊ and H₋, so it commutes with the proton operators. With φ_s(t) defined by dφ_s/dt = δ(t), its effect on the signal is a phase:

G(t₀+τ,t₀) = e^{−iΔτ} e^{−i[φ_s(t₀+τ) − φ_s(t₀)]} G_p(τ).

The signal now depends on t₀, and the simple sideband formula does not apply. The phase can, however, be joined to the coupling:

g(t) = b(t) e^{−iφ_s(t)} = Σ_n g_n e^{inω_r t}.

The product in the general rate becomes g(t₀+τ)g*(t₀), whose average over t₀ is Σ|g_n|²e^{inω_r τ}. If the proton part G_p remains stationary,

k = (π/2) Σ_n |g_n|² J(nω_r − Δ).

Now n = 0 can contribute as well. It does not if δ(t) is proportional to b(t), because g(t) is then proportional to the time derivative of e^{−iφ_s}, whose average over a rotor period vanishes. For a small phase, e^{−iφ_s} ≈ 1 − iφ_s. Since b₀ = 0, g₀ is approximately −i times the rotor average of b(t)φ_s(t). Two modulations at the same frequency can thus restore a static component of the effective coupling. For δ = 0, g_n = b_n and the earlier formula returns.

What if one keeps |b_n|² and uses the phase-averaged line F̄? Let a_m be the Fourier coefficients of e^{−iφ_s}. Then

g_n = Σ_m b_m a_{n−m}.

The correct rate contains the square of this sum. The formula with |b_n|² and F̄ contains the sum of the squares, Σ_m|b_m|²|a_{n−m}|². It discards the interference between pathways that reach the same sideband. Turning the shift tensor about the rotor axis relative to the pair changes the phases of a_m but not their magnitudes, so the incomplete formula cannot respond to it.

Take one crystallite at 10 kHz with β = 50° and d as before. Let δ(t)/2π = 10 kHz × P2, for an axis at 45° to the rotor axis. For azimuths of 0°, 90° and 180° between this axis and the pair, the coefficients g_n from a discrete Fourier transform give

k = 14.1, 17.1 and 11.1 s⁻¹.

The one-period propagator gives the same values to this accuracy. The formula with |b_n|² and F̄ gives 14.8 s⁻¹ for all three. At 180° it is 33 % too large relative to the propagator result, and at 90° it is 13 % too small.

### Adding modulated proton couplings

The couplings A_ij also change as the sample turns. Unlike the shift, they multiply proton operators that need not commute with H_II. Their effect cannot in general be moved into a phase of b(t), and the general two-time rate has to be used.

For an example, replace each constant proton shift a_j by a_jP2(cos θ_j(t)). The four proton vectors have polar angles of 35°, 60°, 80° and 50° to the rotor axis and azimuths of 20°, 140°, 250° and 310°. The pair remains at β = 50° with azimuth zero, and ω_r/2π = 10 kHz. Set |d|/2π = 50 Hz, which is well within weak coupling. The coherence is propagated numerically from 100 starting phases in one rotor period, until it has decayed, and the two-time integral is summed. The results are

- complete two-time rate: 0.0143 s⁻¹
- diagonal terms with |b_n|² and F̄: 0.0257 s⁻¹
- one-period propagator: 0.0143 s⁻¹

The diagonal formula is 80 % too large relative to the propagator. Here F̄ is the phase-averaged ZQ line of the spinning sample itself, so the error comes from the missing cross terms, not from the use of a static line.

Using the stationary line of the earlier model would be a larger change. For β = 50° its sideband formula with |d|/2π = 500 Hz gives

|b_±1|²/d² = sin²100°/8 = 0.1212,
|b_±2|²/d² = sin⁴50°/16 = 0.0215,
k = 1.550 × 10⁷ s⁻² × (0.1212 × 7.759 + 0.0215 × 0.522) × 10⁻⁶ s = 14.8 s⁻¹.

Scaled by d² to 50 Hz, this is 0.148 s⁻¹, about ten times the rate with modulated couplings. The two models differ in the instantaneous size of the proton couplings as well as in their time dependence, and this comparison does not separate the two causes. It shows only that the stationary line of the earlier model cannot stand in for the ZQ signal of this one.

The formula to use therefore follows from what the rotor modulates. If it modulates b alone, the weights |b_n|² suffice. If it also modulates the rare-spin shifts, the weights become |g_n|². If it modulates the proton couplings or H_II, the two-time correlation is needed, unless its dependence on the starting phase can be shown to be negligible. In a real protonated solid A_ij and H_II are dipolar couplings and turn with the sample, so the last case is the usual one. In each case the rate description rests on both weak-coupling conditions of Part 1. It holds when G decays in a time much shorter than 1/k and the proton memory fades before appreciable polarization has moved, even in a proton configuration that brings the pair into resonance. A short proton memory alone is not enough, because fast flips narrow the line. In the static four-proton model with Δ = 0, b = d and w = 10⁶ s⁻¹, the memory lasts 0.5 μs, but G decays at Γ ≈ Σa_j²/(2w) = 1.2 × 10³ s⁻¹. Then |b| > Γ/2 and the polarization oscillates.
